# Stress tensor of a finite-difference Kohn-Sham energy on a strained grid, part 1

(Sections cited here and not found follow in the second part.)

## First half: the discrete energy, stationarity, kinetic and gradient-corrected terms

### 1. A wave on a ring

Hartree atomic units are used throughout. Put one free electron on a ring of length $L$ with $N$ grid points, spacing $h=L/N$, and the three-point second difference. The wave $\varphi_\nu=N^{-1/2}e^{i\theta\nu}$, with $\theta=2\pi m/N=kh$ and $k=2\pi m/L$, has the energy

$$E=-\frac{e^{i\theta}-2+e^{-i\theta}}{2h^2}=\frac{1-\cos\theta}{h^2}=\frac{2\sin^2(\theta/2)}{h^2}.$$

Stretch the ring, $L\to(1+\varepsilon)L$, and keep $N$. The phase step $\theta$ and the numbers $\varphi_\nu$ do not change, while $h$ grows by the factor $1+\varepsilon$. Hence

$$\frac{dE}{d\varepsilon}=-2E=-\frac{4\sin^2(\theta/2)}{h^2}.$$

Three features of the general problem are already visible.

First, the result is the derivative of the discrete energy, whatever the quality of the grid.

Second, the continuum expression is minus the squared gradient. With central first differences it becomes $-\sin^2\theta/h^2=-4\sin^2(\theta/2)\cos^2(\theta/2)/h^2$, which is wrong by the factor $\cos^2(\theta/2)$. For the alternating wave, $\theta=\pi$, it vanishes although $E$ is largest there.

Third, the derivative carries a grid error of its own. For small $\theta$, $1-\cos\theta=\theta^2/2-\theta^4/24+\dots$, so that

$$E\approx\frac{k^2}{2}\Big(1-\frac{\theta^2}{12}\Big),\qquad \frac{dE}{d\varepsilon}\approx-k^2\Big(1-\frac{\theta^2}{12}\Big).$$

The energy error is $-k^2\theta^2/24$ and the error of the derivative is $+k^2\theta^2/12$, both relative to the continuum. Stretching at fixed spacing is a different operation: there $h$ is constant and $dk/d\varepsilon=-k$, which gives $-k\sin(kh)/h\approx-k^2(1-\theta^2/6)$.

### 2. The discrete energy

**Cell and grid.** The columns of the matrix $A$ are the lattice vectors, $\Omega=\det A>0$, and $B=A^{-1}$. Grid points sit at $r=As$, where $s_i$ is a multiple of $1/N_i$. There are $N=N_1N_2N_3$ points, and $\tau=\Omega/N$ is the volume per point. A sum $\sum$ without an index runs over the grid points, and $f\cdot g=\sum fg$. Repeated Cartesian indices $a,b,c$ and lattice indices $i,j$ are summed.

**Strain.** $A\to(1+\varepsilon)A$ with nine independent small numbers $\varepsilon_{ab}$. The numbers $N_i$ and the fractional coordinates of grid points and atoms stay fixed. The quantity sought is

$$S_{ab}=\frac{dE}{d\varepsilon_{ab}}=\Omega\,\sigma_{ab}.$$

Positive $\sigma$ means tension, and the pressure is $P=-\sigma_{aa}/3$. The symbol $\delta$ before a quantity denotes its first-order change; $\delta_{ab}$ is the unit matrix. In particular $\delta\Omega=\Omega\,\mathrm{tr}\,\varepsilon$ and $\delta\tau=\tau\,\mathrm{tr}\,\varepsilon$.

**Differences.** Let $e_i$ be one grid step along axis $i$. With stencil half-width $p$ and weights $c_m$ fixed in Lemma 1,

$$(D_if)(\nu)=N_i\sum_{m=1}^{p}c_m\,[f(\nu+me_i)-f(\nu-me_i)],$$

$$(K_{ii}f)(\nu)=N_i^2\sum_{m=1}^{p}\frac{2c_m}{m}\,[f(\nu+me_i)-2f(\nu)+f(\nu-me_i)]$$

(no sum over $i$), and $K_{ij}=D_iD_j$ for $i\ne j$. These act in fractional coordinates and do not depend on strain. Periodicity makes $D_i$ antisymmetric. The $D_i$ commute, so every $K_{ij}$ is symmetric, with $K_{ij}=K_{ji}$. Since $s=Br$, the Cartesian operators are

$$D_a=B_{ia}D_i,\qquad K_{ab}=B_{ia}B_{jb}K_{ij},\qquad \mathcal L=K_{aa}.$$

**Orbitals.** Doubly occupied real orbitals $\psi_\mu$ at $\Gamma$ are scaled as $\varphi_\mu=\sqrt\tau\,\psi_\mu$. The normalization $\tau\,\psi_\mu\cdot\psi_\lambda=\delta_{\mu\lambda}$ becomes $\varphi_\mu\cdot\varphi_\lambda=\delta_{\mu\lambda}$, which contains no strain. The density is $n=(2/\tau)\sum_\mu\varphi_\mu^2$.

**Energy.** With $g=D_an\,D_an$,

$$E=-\sum_\mu\varphi_\mu\cdot\mathcal L\varphi_\mu+\tau\sum F(n,g)+2\sum_{q\mu}h_qC_{q\mu}^2+\tau\sum nu+\frac{\tau}{2}\sum\rho V+E_{\rm ion}.$$

The first term is $2\sum_\mu\varphi_\mu\cdot(-\tfrac12\mathcal L)\varphi_\mu$. $F$ is the exchange-correlation energy per volume. The separable pseudopotential has strengths $h_q$, projectors $p_q$ and overlaps $C_{q\mu}=\sqrt\tau\,p_q\cdot\varphi_\mu$. The short-range local potential is $u$.

Electron charge is counted as positive. Each ion is represented by a Gaussian charge, and $\rho=n-\rho_{\rm ion}$. The mean-free potential energy $V$ of an electron obeys $\mathcal LV=-4\pi(\rho-\bar\rho)$, where $\bar\rho$ is the grid mean of $\rho$. The cell is neutral, so $\bar\rho$ is a sampling error.

The term $E_{\rm ion}$ replaces the interaction of Gaussian ions by that of point ions. It is written out in the second half. All functions attached to atoms are smooth, rigid functions of the distance vector from the atom, summed over its periodic images.

### 3. The theorem

For an atomic function $f(x)$, define on the grid

$$M_{ab}[f]=\sum_{\rm images}x_b\,\frac{\partial f}{\partial x_a}(x),$$

where $x$ is the vector from an image of the atom to the grid point. For $u$ and $\rho_{\rm ion}$ a sum over atoms is included.

**Theorem.** Assume that the orbitals make $E$ stationary under orthonormality, that they can be followed differentiably through $\varepsilon=0$, and that $F$ is differentiable at the values of $n$ and $g$ on the grid. Then $S_{ab}$ is the sum of

$$S^{\rm kin}_{ab}=2\sum_\mu\varphi_\mu\cdot K_{ab}\varphi_\mu,$$

$$S^{\rm xc}_{ab}=\tau\sum\big[(F-nF_n-2gF_g)\delta_{ab}-2F_g\,D_an\,D_bn\big],$$

$$S^{\rm nl}_{ab}=2\sum_{q\mu}h_q\big[C_{q\mu}^2\delta_{ab}+2C_{q\mu}\sqrt\tau\,M_{ab}[p_q]\cdot\varphi_\mu\big],$$

$$S^{\rm loc}_{ab}=\tau\sum n\,M_{ab}[u],$$

$$S^{\rm es}_{ab}=\tau\sum\big[(\tfrac12\rho V-nV)\delta_{ab}-V M_{ab}[\rho_{\rm ion}]\big]-\frac{\tau}{4\pi}V\cdot K_{ab}V,$$

and the ionic term $S^{\rm ion}_{ab}$ of Lemma 7. Here $F_n=\partial F/\partial n$ and $F_g=\partial F/\partial g$. No derivative of an orbital with respect to strain appears.

The statement concerns the discrete energy and needs no small spacing. Atoms are clamped at fixed fractions, and the forces on them need not vanish.

### 4. The stencils

The energy requires $\mathcal L$ to be invertible on mean-free fields. This depends on how first and second differences are matched.

**Lemma 1.** Let $d(\theta)=2\sum_mc_m\sin m\theta$, and fix the weights by $d(\theta)=\theta+O(\theta^{2p+1})$. Then

$$c_m=(-1)^{m+1}\frac{(p!)^2}{m\,(p-m)!\,(p+m)!},$$

and $\mathcal L$ annihilates constants and no other field.

*Proof.* The derivative $d'(\theta)=2\sum_m mc_m\cos m\theta$ is a polynomial of degree at most $p$ in $\cos\theta$. The order condition says $d'-1=O(\theta^{2p})$. Since $1-\cos\theta$ is of order $\theta^2$, the polynomial $d'-1$ has a $p$-fold zero at $\cos\theta=1$:

$$d'(\theta)=1-C(1-\cos\theta)^p.$$

The mean of $d'$ over a period is zero, so $C$ is the inverse mean of $(1-\cos\theta)^p$ and is positive. To read off the weights, write $1-\cos\theta=2\sin^2(\theta/2)$ and expand:

$$(1-\cos\theta)^p=2^{-p}\sum_{m=-p}^{p}(-1)^m\binom{2p}{p+m}e^{im\theta}.$$

The mean is the $m=0$ term, so $C=2^p/\binom{2p}{p}$. The coefficient of $\cos m\theta$ in $d'$ is therefore $-2(-1)^m\binom{2p}{p+m}/\binom{2p}{p}$, and the ratio of binomials is $(p!)^2/[(p-m)!(p+m)!]$. Equating the coefficient to $2mc_m$ gives the stated weights.

On a plane wave with phase step $\theta_i$ along axis $i$, $D_i$ multiplies by $iN_id(\theta_i)$ and $K_{ii}$ by $-N_i^2\kappa(\theta_i)$, where

$$\kappa(\theta)=\sum_m\frac{4c_m}{m}(1-\cos m\theta),\qquad\kappa'(\theta)=4\sum_mc_m\sin m\theta=2d(\theta).$$

Thus $\kappa=\theta^2+O(\theta^{2p+2})$, and the second difference has the same order $2p$ as the first. On $0<\theta<\pi$ the function $d'$ decreases, so $d$ is concave. As $d(0)=d(\pi)=0$, $d$ is positive in between. It follows that $\kappa$ increases from zero on $[0,\pi]$. Also

$$(\kappa-d^2)'=2d(1-d')\ge0,\qquad\text{so}\qquad\kappa\ge d^2.$$

Both sides are even, so the inequality holds for all $\theta$. Let $b_i$ be row $i$ of $B$. Adding and subtracting $d^2$ in the diagonal terms, the multiplier of $\mathcal L$ is

$$-\sum_i|b_i|^2N_i^2\,[\kappa(\theta_i)-d(\theta_i)^2]-\Big|\sum_ib_iN_id(\theta_i)\Big|^2.$$

It vanishes only if both parts do. The rows $b_i$ are independent, so the second part requires $d(\theta_i)=0$ for each $i$. The first then requires $\kappa(\theta_i)=0$, hence $\theta_i=0$. $\square$

If $K_{ii}$ were replaced by $D_iD_i$, only the second part would remain. It vanishes whenever each $\theta_i$ is $0$ or $\pi$. With even $N_i$ this gives eight fields without energy, seven of them alternating from point to point.

### 5. Why the orbitals do not respond

**Lemma 2.** Under the assumptions of the theorem, $dE/d\varepsilon_{ab}$ equals the explicit derivative at fixed $\varphi_\mu$.

*Proof.* Stationarity under the constraints $\varphi_\mu\cdot\varphi_\lambda=\delta_{\mu\lambda}$ gives $\partial E/\partial\varphi_\mu=\sum_\lambda\Lambda_{\mu\lambda}\varphi_\lambda$ with a symmetric matrix $\Lambda$ of multipliers. Let a dot denote the derivative along the strained solutions. The implicit part of the energy change is

$$\sum_\mu\frac{\partial E}{\partial\varphi_\mu}\cdot\dot\varphi_\mu=\sum_{\mu\lambda}\Lambda_{\mu\lambda}\,\varphi_\lambda\cdot\dot\varphi_\mu=\frac12\sum_{\mu\lambda}\Lambda_{\mu\lambda}\frac{d}{d\varepsilon_{ab}}(\varphi_\mu\cdot\varphi_\lambda)=0.$$

The second equality uses the symmetry of $\Lambda$, the third the constancy of the constraint. $\square$

Had the unscaled $\psi_\mu$ been held fixed, their normalization would have changed with $\tau$, and the multipliers would have contributed. If an occupied and an empty level meet at $\varepsilon=0$, the set of lowest orbitals can switch there. The ground-state energy may then have a kink, and the assumption of differentiable orbitals fails for it.

At fixed $\varphi_\mu$ the density changes only through $1/\tau$:

$$\delta n=-n\,\mathrm{tr}\,\varepsilon,\qquad\delta(\tau n)=0.$$

### 6. Kinetic term

**Lemma 3.** $\delta D_a=-\varepsilon_{ca}D_c$ and $\delta\mathcal L=-2\varepsilon_{ab}K_{ab}$.

*Proof.* The strained inverse is $A^{-1}(1+\varepsilon)^{-1}=B(1-\varepsilon)$ to first order, so $\delta B_{ia}=-B_{ic}\varepsilon_{ca}$. Multiplication by $D_i$ gives the first claim. For the second,

$$\delta\mathcal L=\delta(B_{ia}B_{ja})K_{ij}=-\varepsilon_{ca}(B_{ic}B_{ja}+B_{ia}B_{jc})K_{ij}=-2\varepsilon_{ca}K_{ca}.$$

The two terms are equal because $K_{ij}=K_{ji}$. $\square$

The kinetic energy $T=-\sum_\mu\varphi_\mu\cdot\mathcal L\varphi_\mu$ therefore changes by $2\varepsilon_{ab}\sum_\mu\varphi_\mu\cdot K_{ab}\varphi_\mu$, which is $S^{\rm kin}$. Its trace is $2\sum_\mu\varphi_\mu\cdot\mathcal L\varphi_\mu=-2T$, as on the ring: stretching lowers the kinetic energy.

Products of first differences would give $-2\sum_\mu D_a\varphi_\mu\cdot D_b\varphi_\mu$. By the multiplier in Lemma 1, its trace lies above the correct one by the average of $2\sum_i|b_i|^2N_i^2(\kappa-d^2)$ over the plane waves in each orbital, summed over the orbitals. This is never negative.

### 7. Gradient-corrected term

**Lemma 4.** The explicit strain derivative of $E_{\rm xc}=\tau\sum F(n,g)$ is $S^{\rm xc}$.

*Proof.* By Lemma 3 and $\delta n=-n\,\mathrm{tr}\,\varepsilon$,

$$\delta(D_an)=-\varepsilon_{ca}D_cn-D_an\,\mathrm{tr}\,\varepsilon,$$

$$\delta g=2D_an\,\delta(D_an)=-2\varepsilon_{ca}D_cn\,D_an-2g\,\mathrm{tr}\,\varepsilon.$$

Insert these in $\delta E_{\rm xc}=\mathrm{tr}\,\varepsilon\;\tau\sum F+\tau\sum(F_n\delta n+F_g\delta g)$ and collect the coefficient of $\varepsilon_{ab}$. $\square$

The orbitals are stationary only if the potential is the derivative of the same discrete energy. For a change of density at fixed cell, antisymmetry of $D_a$ gives

$$\tau\sum(F_n\delta n+2F_gD_an\,D_a\delta n)=\tau\sum v_{\rm xc}\,\delta n,\qquad v_{\rm xc}=F_n-2D_a(F_gD_an).$$

The same step with $\delta n$ replaced by $n$ shows $\sum nv_{\rm xc}=\sum(nF_n+2gF_g)$. Hence

$$S^{\rm xc}_{ab}=\Big(E_{\rm xc}-\tau\sum nv_{\rm xc}\Big)\delta_{ab}-2\tau\sum F_g\,D_an\,D_bn.$$

For a uniform density the last term vanishes, and the stress is the isotropic $F-nF_n$. A different difference operator in $v_{\rm xc}$ would break stationarity, and Lemma 2 would no longer apply.

## Second half: pseudopotential and electrostatic terms, symmetry, and a worked example

### 8. Symbols and results carried over

The cell matrix $A$, with inverse $B$ and volume $\Omega$, changes to $(1+\varepsilon)A$ at fixed number $N$ of grid points and fixed fractional coordinates. The volume per point is $\tau=\Omega/N$, and $S_{ab}=dE/d\varepsilon_{ab}=\Omega\sigma_{ab}$. Sums without an index run over grid points, and $f\cdot g=\sum fg$.

The scaled orbitals $\varphi_\mu$ obey $\varphi_\mu\cdot\varphi_\lambda=\delta_{\mu\lambda}$. By Lemma 2 they may be held fixed in the strain derivative. The density then obeys $\delta n=-n\,\mathrm{tr}\,\varepsilon$ and $\delta(\tau n)=0$. The discrete Laplacian $\mathcal L=K_{aa}$ is symmetric, is invertible on mean-free fields, and changes by $\delta\mathcal L=-2\varepsilon_{ab}K_{ab}$. The kinetic and exchange-correlation parts of the theorem are proved. The nonlocal, local, electrostatic and ionic parts remain.

The orbital response has dropped out of the strain derivative, and the kinetic and exchange-correlation parts of the theorem are proved. The nonlocal, local, electrostatic and ionic parts remain, followed by the symmetry of the stress, its grid errors and a worked example.
